# Supercell permittivity of a polarisable defect and its image energy: verification in Python

```python
"""
Result under test: one polarisable spherical defect per cubic cell changes the
cell permittivity by 4 pi eps_host beta a^3 / V (Maxwell-Garnett, leading order).
Using that permittivity in the point-charge image energy changes the evaluated
energy at order L^-4. The true periodic energy of a charge centred on its own
inclusion has no such term: it keeps eps_host in 1/L and gains a term in L^-3.

Symbols: L cell side, V = L^3, a sphere radius, eps_host and eps_incl the host and
inclusion permittivities, beta = (eps_incl-eps_host)/(eps_incl+2 eps_host),
f sphere volume fraction, xi cubic Madelung constant, coulomb = e^2/(4 pi eps0).
Lengths are in angstrom, energies in eV, and the defect charge is one e.
"""
import numpy as np
from math import factorial
from scipy import constants
from scipy.integrate import quad
from scipy.special import erf, erfc, lpmv

coulomb = constants.e / (4 * np.pi * constants.epsilon_0) * 1e10
eps_host, eps_incl, radius = 3.0, 12.0, 2.0
beta = (eps_incl - eps_host) / (eps_incl + 2 * eps_host)


def madelung(eta):
    """Ewald sum for a unit cubic lattice of charges in a neutral background."""
    grid = np.arange(-5, 6)
    n2 = sum(c**2 for c in np.meshgrid(grid, grid, grid)).ravel()
    n2 = n2[n2 > 0].astype(float)
    dist, g2 = np.sqrt(n2), 4 * np.pi**2 * n2
    potential = np.sum(erfc(eta * dist) / dist)
    potential += np.sum(4 * np.pi * np.exp(-g2 / (4 * eta**2)) / g2)
    return -(potential - 2 * eta / np.sqrt(np.pi) - np.pi / eta**2)


def array_permittivity(a_rel, lmax=21):
    """Sharp spheres in a unit cubic cell: multipoles fitted to cell boundaries."""
    nodes, weights = np.polynomial.legendre.leggauss(14)
    nodes, weights = (nodes + 1) / 4, weights / 2
    u, v = [c.ravel() for c in np.meshgrid(nodes, nodes)]
    area_weight = np.outer(weights, weights).ravel()
    modes = [(l, m) for l in range(1, lmax + 1, 2) for m in range(0, l + 1, 4)]

    def basis(x, y, z):
        r = np.sqrt(x**2 + y**2 + z**2)
        angle = np.arctan2(y, x)
        columns = []
        for l, m in modes:
            norm = np.sqrt(factorial(l - m) / factorial(l + m))
            react = -l * (eps_incl - eps_host) / (l * eps_incl + (l + 1) * eps_host)
            radial = r**l + react * a_rel**(2 * l + 1) / r**(l + 1)
            columns.append(norm * lpmv(m, l, z / r) * np.cos(m * angle) * radial)
        return np.array(columns).T

    half, step = np.full_like(u, 0.5), 1e-4
    top = basis(u, v, half)
    top_slope = (basis(u, v, half + step) - basis(u, v, half - step)) / (2 * step)
    side_slope = (basis(half + step, u, v) - basis(half - step, u, v)) / (2 * step)
    matrix = np.vstack([top, side_slope])
    target = np.concatenate([-half, 0 * half])
    scale = np.linalg.norm(matrix, axis=0)
    coeff = np.linalg.lstsq(matrix / scale, target, rcond=None)[0] / scale
    return -eps_host * np.sum(area_weight * (top_slope @ coeff))


def image_energy(eps, side):
    return -xi * coulomb / (2 * eps * side)


# Smooth test model: Gaussian permittivity profile and Gaussian charge.
incl_width, charge_width = 1.0, 0.7


def smooth_eps(r2):
    return eps_host + (eps_incl - eps_host) * np.exp(-r2 / incl_width**2)


def enclosed(r):
    t = r / charge_width
    return erf(t) - 2 * t * np.exp(-t**2) / np.sqrt(np.pi)


def solve_smooth_cell(side, n):
    """Periodic energy and uniform-field permittivity from spectral Poisson solves."""
    x = np.fft.fftfreq(n) * side
    k = 2 * np.pi * np.fft.fftfreq(n, d=side / n)
    waves = np.meshgrid(k, k, k, indexing="ij")
    k2 = sum(c**2 for c in waves)
    inverse = np.zeros_like(k2)
    inverse[k2 > 0] = 1 / k2[k2 > 0]
    r2 = sum(c**2 for c in np.meshgrid(x, x, x, indexing="ij"))
    eps = smooth_eps(r2)

    def operator(field):
        spectrum = np.fft.fftn(field)
        total = np.zeros_like(spectrum)
        for wave in waves:
            gradient = np.fft.ifftn(1j * wave * spectrum).real
            total += 1j * wave * np.fft.fftn(eps * gradient)
        return -np.fft.ifftn(total).real

    def solve(source):
        solution, residual = np.zeros_like(source), source.copy()
        z = np.fft.ifftn(inverse * np.fft.fftn(residual)).real
        direction, rz = z.copy(), np.sum(residual * z)
        for _ in range(80):
            image = operator(direction)
            length = rz / np.sum(direction * image)
            solution += length * direction
            residual -= length * image
            if np.linalg.norm(residual) < 1e-10 * np.linalg.norm(source):
                return solution
            z = np.fft.ifftn(inverse * np.fft.fftn(residual)).real
            rz_new = np.sum(residual * z)
            direction = z + rz_new / rz * direction
            rz = rz_new
        raise RuntimeError("Poisson solver did not converge")

    rho = np.exp(-r2 / charge_width**2) / (np.pi**1.5 * charge_width**3)
    rho -= rho.mean()
    potential = solve(4 * np.pi * rho)
    energy = 0.5 * coulomb * np.sum(rho * potential) * (side / n)**3
    eps_slope = np.fft.ifftn(1j * waves[0] * np.fft.fftn(eps)).real
    response = solve(-eps_slope)
    slope = np.fft.ifftn(1j * waves[0] * np.fft.fftn(response)).real
    return energy, np.mean(eps * (1 - slope))


xi = madelung(2.0)
assert abs(xi - madelung(2.4)) < 1e-10

print(f"Coulomb constant e^2/(4 pi eps0) = {coulomb:.5f} eV angstrom")
print(f"Madelung constant xi = {xi:.6f} (dimensionless)")
print(f"host permittivity = {eps_host:.1f}, inclusion = {eps_incl:.1f} (dimensionless)")
print(f"sphere radius a = {radius:.1f} angstrom, charge = 1 e, beta = {beta:.4f}")

# Sharp-sphere example; the cubic coefficient is the true periodic L^-3 energy.
slope_coeff = 4 * np.pi * eps_host * beta * radius**3
quartic = 2 * np.pi * xi * coulomb * beta * radius**3 / eps_host
cubic = 2 * np.pi / 3 * coulomb * radius**2 * (1 / eps_host - 1 / eps_incl)
cubic_integral = 4 * np.pi / 3 * coulomb * quad(
    lambda r: (1 / eps_host - 1 / eps_incl) * r, 0, radius)[0]
assert abs(cubic / cubic_integral - 1) < 1e-10
print(f"permittivity shift times V, leading = {slope_coeff:.3f} angstrom^3")
print(f"L^-4 coefficient = {quartic:.3f} eV angstrom^4")
print(f"true L^-3 coefficient = {cubic:.3f} eV angstrom^3")

sides = [10.0, 15.0, 20.0, 40.0]
eps_shifts, energy_shifts = [], []
for side in sides:
    fraction = 4 * np.pi * radius**3 / (3 * side**3)
    eps_mg = eps_host * (1 + 2 * fraction * beta) / (1 - fraction * beta)
    eps_num = array_permittivity(radius / side)
    assert abs((eps_num - eps_host) / (eps_mg - eps_host) - 1) < 5e-3
    bulk_value = image_energy(eps_host, side)
    cell_value = image_energy(eps_num, side)
    eps_shifts.append(eps_num - eps_host)
    energy_shifts.append(cell_value - bulk_value)
    print(f"L = {side:.0f} angstrom: V = {side**3:.0f} angstrom^3, f = {fraction:.6f}")
    print(f"  permittivity: Maxwell-Garnett {eps_mg:.6f}, numerical {eps_num:.6f}")
    print(f"  image energy with bulk permittivity = {1e3*bulk_value:.3f} meV")
    print(f"  image energy with cell permittivity = {1e3*cell_value:.3f} meV")
    print(f"  difference = {1e3*energy_shifts[-1]:.4f} meV, "
          f"leading L^-4 form = {1e3*quartic/side**4:.4f} meV")
    print(f"  true L^-3 term = {1e3*cubic/side**3:.4f} meV")

eps_power = np.log2(eps_shifts[3] / eps_shifts[2])
energy_power = np.log2(energy_shifts[3] / energy_shifts[2])
assert abs(eps_power + 3) < 0.02
assert abs(energy_power + 4) < 0.02
assert abs(energy_shifts[3] * sides[3]**4 / quartic - 1) < 0.01
print(f"power of L from 20 to 40 angstrom: permittivity shift {eps_power:.4f}")
print(f"power of L from 20 to 40 angstrom: evaluated energy shift {energy_power:.4f}")

# True periodic energy against the isolated energy plus the 1/L and L^-3 terms.
outer = 10.0
isolated = 0.5 * coulomb * (
    quad(lambda r: enclosed(r)**2 / (smooth_eps(r**2) * r**2), 0, outer,
         epsabs=1e-12, epsrel=1e-11, limit=200)[0] + 1 / (eps_host * outer))
smooth_cubic = 4 * np.pi / 3 * coulomb * quad(
    lambda r: (1 / eps_host - enclosed(r) / smooth_eps(r**2)) * r, 0, outer,
    epsabs=1e-12, epsrel=1e-11, limit=200)[0]
print(f"smooth model: inclusion width {incl_width:.1f}, "
      f"charge width {charge_width:.1f} angstrom")
print(f"smooth model: isolated energy = {isolated:.6f} eV")
print(f"smooth model: L^-3 coefficient = {smooth_cubic:.4f} eV angstrom^3")
remainders = []
for side, n, limit in [(8.0, 33, 0.03), (12.0, 49, 0.015)]:
    periodic, eps_cell = solve_smooth_cell(side, n)
    actual = periodic - isolated
    predicted = image_energy(eps_host, side) + smooth_cubic / side**3
    supposed = image_energy(eps_cell, side) - image_energy(eps_host, side)
    remainder = actual - predicted
    remainders.append(abs(remainder))
    assert supposed > 0 and abs(remainder) < limit * supposed
    print(f"smooth cell L = {side:.0f} angstrom: permittivity = {eps_cell:.6f}")
    print(f"  periodic minus isolated energy = {1e3*actual:.4f} meV")
    print(f"  bulk 1/L term plus L^-3 term = {1e3*predicted:.4f} meV")
    print(f"  remainder = {1e3*remainder:.4f} meV, "
          f"shift from cell permittivity = {1e3*supposed:.4f} meV")

decay = np.log(remainders[0] / remainders[1]) / np.log(12.0 / 8.0)
assert decay > 5
print(f"remainder falls as L to the power {-decay:.2f}")
print("PASS")
```

Running it gives:

```
Coulomb constant e^2/(4 pi eps0) = 14.39965 eV angstrom
Madelung constant xi = 2.837297 (dimensionless)
host permittivity = 3.0, inclusion = 12.0 (dimensionless)
sphere radius a = 2.0 angstrom, charge = 1 e, beta = 0.5000
permittivity shift times V, leading = 150.796 angstrom^3
L^-4 coefficient = 342.275 eV angstrom^4
true L^-3 coefficient = 30.159 eV angstrom^3
L = 10 angstrom: V = 1000 angstrom^3, f = 0.033510
  permittivity: Maxwell-Garnett 3.153366, numerical 3.153367
  image energy with bulk permittivity = -680.935 meV
  image energy with cell permittivity = -647.817 meV
  difference = 33.1180 meV, leading L^-4 form = 34.2275 meV
  true L^-3 term = 30.1585 meV
L = 15 angstrom: V = 3375 angstrom^3, f = 0.009929
  permittivity: Maxwell-Garnett 3.044903, numerical 3.044904
  image energy with bulk permittivity = -453.956 meV
  image energy with cell permittivity = -447.262 meV
  difference = 6.6945 meV, leading L^-4 form = 6.7610 meV
  true L^-3 term = 8.9359 meV
L = 20 angstrom: V = 8000 angstrom^3, f = 0.004189
  permittivity: Maxwell-Garnett 3.018889, numerical 3.018889
  image energy with bulk permittivity = -340.467 meV
  image energy with cell permittivity = -338.337 meV
  difference = 2.1303 meV, leading L^-4 form = 2.1392 meV
  true L^-3 term = 3.7698 meV
L = 40 angstrom: V = 64000 angstrom^3, f = 0.000524
  permittivity: Maxwell-Garnett 3.002357, numerical 3.002357
  image energy with bulk permittivity = -170.234 meV
  image energy with cell permittivity = -170.100 meV
  difference = 0.1336 meV, leading L^-4 form = 0.1337 meV
  true L^-3 term = 0.4712 meV
power of L from 20 to 40 angstrom: permittivity shift -3.0026
power of L from 20 to 40 angstrom: evaluated energy shift -3.9947
smooth model: inclusion width 1.0, charge width 0.7 angstrom
smooth model: isolated energy = 2.106801 eV
smooth model: L^-3 coefficient = 16.7743 eV angstrom^3
smooth cell L = 8 angstrom: permittivity = 3.076904
  periodic minus isolated energy = -818.6394 meV
  bulk 1/L term plus L^-3 term = -818.4061 meV
  remainder = -0.2334 meV, shift from cell permittivity = 21.2741 meV
smooth cell L = 12 angstrom: permittivity = 3.022650
  periodic minus isolated energy = -557.7585 meV
  bulk 1/L term plus L^-3 term = -557.7382 meV
  remainder = -0.0203 meV, shift from cell permittivity = 4.2521 meV
remainder falls as L to the power -6.02
PASS
```
